\section*{Source tunnelling and the subthreshold slope of a Schottky transistor}

\section{Definitions and conventions}

An n-type Schottky transistor has a metal source joined directly to a semiconductor channel. Energies are measured from the source Fermi level. The barrier top at the contact is $\Phi$, and the conduction-band edge deep in the channel is $E_{\rm ch}$. Between them the band edge is taken as
\begin{equation}
E_c(x)=E_{\rm ch}+(\Phi-E_{\rm ch})\,e^{-x/\lambda},\qquad x\ge 0,
\label{profile}
\end{equation}
with a fixed screening length $\lambda$. The electron charge is $-e$, the effective mass is $m$, and $K=\sqrt{2m}/\hbar$. Energies are in eV and lengths in nm.

The channel potential $\psi$ is set by the gate capacitance $C_{\rm ox}$ and by all other capacitances to the channel, collected in $C_p$, both per unit length. If the mobile charge is negligible, charge balance for small changes reads $C_{\rm ox}(dV_G-d\psi)=C_p\,d\psi$. Since $dE_{\rm ch}=-e\,d\psi$,
\begin{equation}
\frac{dE_{\rm ch}}{dV_G}=-\frac{e}{n},\qquad n=1+\frac{C_p}{C_{\rm ox}} .
\label{divider}
\end{equation}

The current is carried by one spin-degenerate subband without scattering. The drain is saturated, so that it injects nothing, and it presents no barrier. Holes are ignored. Then
\begin{equation}
I=\frac{2e}{h}J,\qquad J=\int_{E_{\rm ch}}^{\infty}T(E)f(E)\,dE,\qquad f(E)=\frac{1}{e^{E/kT}+1}.
\label{landauer}
\end{equation}
The subthreshold slope is $S=dV_G/d\log_{10}I$. The claim to be examined is that $S=n(kT/e)\ln 10$ as long as the channel is nearly empty, so that a measured $S$ yields the capacitance ratio.

\section{A counter-example}

\subsection{Transmission of the source barrier}

When $E_{\rm ch}>\Phi$, the highest band edge is $E_{\rm ch}$ itself. We set $T=1$ above it. When $E_{\rm ch}<\Phi$, electrons with $E>\Phi$ pass with $T=1$, and those with $E_{\rm ch}<E<\Phi$ tunnel. For these let
\[
a=E-E_{\rm ch},\qquad b=\Phi-E,\qquad \Delta=a+b=\Phi-E_{\rm ch}.
\]
The WKB transmission is $\ln T=-2K\int_0^{x_t}\sqrt{E_c(x)-E}\,dx$, where $x_t$ is the turning point. Put $u=E_c-E=\Delta e^{-x/\lambda}-a$. Then $du=-(u+a)\,dx/\lambda$, and $u$ falls from $b$ at the contact to $0$ at $x_t$. With $u=s^2$,
\begin{align}
\int_0^{x_t}\!\sqrt{E_c-E}\,dx
&=\lambda\int_0^b\frac{\sqrt u}{u+a}\,du
=2\lambda\int_0^{\sqrt b}\Bigl(1-\frac{a}{s^2+a}\Bigr)ds\nonumber\\
&=2\lambda\Bigl[\sqrt b-\sqrt a\,\arctan\sqrt{b/a}\Bigr].
\end{align}
Hence
\begin{equation}
\ln T=-4\lambda K\Bigl[\sqrt b-\sqrt a\,\arctan\sqrt{b/a}\Bigr].
\label{wkb}
\end{equation}
At $b=0$ this gives $T=1$, so $T$ is continuous at the barrier top.

\subsection{Numbers}

Take round model parameters: $\Phi=0.40$ eV, $m=0.2$ electron masses, $\lambda=3.0$ nm, $T=300$ K, $C_{\rm ox}=0.30$ nF/m and $C_p=0.03$ nF/m. Then $n=1.10$, $kT=25.85$ meV and $K=2.291\ {\rm nm^{-1}\,eV^{-1/2}}$. The capacitance-only slope is $65.5$ mV per decade.

For $E_{\rm ch}<\Phi$ the tunnelling part of $J$ was integrated by Gauss--Legendre quadrature after the substitution $E=E_{\rm ch}+\Delta\sin^2t$. The part above the barrier is $kT\ln(1+e^{-\Phi/kT})$. The gate voltage $V$ is counted from the flat band at the source, so $V=n(\Phi-E_{\rm ch})/e$. The column $\theta$ is defined in Section 3.

\begin{center}
\begin{tabular}{ccccc}
$E_{\rm ch}$ (eV) & $V$ (V) & $I$ (A) & $\theta$ & $S$ (mV/dec)\\
0.60 & $-0.220$ & $1.668\times10^{-16}$ & 1.000 & 65.5\\
0.50 & $-0.110$ & $7.981\times10^{-15}$ & 1.000 & 65.5\\
0.38 & $+0.022$ & $5.948\times10^{-13}$ & 0.480 & 136\\
0.30 & $+0.110$ & $2.281\times10^{-12}$ & 0.429 & 153\\
0.20 & $+0.220$ & $1.289\times10^{-11}$ & 0.470 & 139\\
0.15 & $+0.275$ & $3.274\times10^{-11}$ & 0.494 & 133
\end{tabular}
\end{center}

The currents alone refute the claim. From the first row to the second, the gate moves by $110$ mV and the current grows by a factor $47.85$, or $1.680$ decades. The mean slope is $110/1.680=65.5$ mV per decade, as claimed. From $E_{\rm ch}=0.30$ to $0.20$ eV the gate again moves by $110$ mV, but the current grows only by $12.89/2.281=5.65$, or $0.752$ decades. The mean slope is now $110/0.752=146$ mV per decade, with the same capacitances.

Channel charge cannot be the cause. Even if all channel states, moving in both directions, were filled according to the source Fermi level, their number per length would be
\begin{equation}
N=\frac{2}{\pi}\int_0^\infty f\,dk\simeq K\sqrt{\frac{kT}{\pi}}\;e^{-E_{\rm ch}/kT},
\end{equation}
where $E=E_{\rm ch}+k^2/K^2$ and $f\simeq e^{-E/kT}$. The actual charge is smaller, because $T\le1$ and the drain fills nothing. The corresponding quantum capacitance, $C_q=-e^2\,dN/dE_{\rm ch}\simeq e^2N/kT$, is $0.013\,C_{\rm ox}$ at $E_{\rm ch}=0.15$ eV, the lowest edge in the table. The charge $eN$ therefore shifts the channel potential by less than $eN/C_{\rm ox}\simeq0.013\times26$ mV, about $0.3$ mV, in a sweep of hundreds of millivolts.

If the slope at $E_{\rm ch}=0.20$ eV were nevertheless read as a divider, one would infer $n=1.10/0.470=2.34$ and a parasitic capacitance $0.30\times(2.34-1)=0.40$ nF/m. The true value is $0.03$ nF/m. The misreading is easy to fall into here, because from $V=0.11$ to $0.275$ V the slope changes only from $153$ to $133$ mV per decade and looks like a subthreshold line. The steep thermionic part lies below $10^{-12}$ A, so a measurement with a floor of $1$ pA would miss it.

\section{The correct statement}

Define the dimensionless response
\begin{equation}
\theta=-kT\,\frac{d\ln I}{dE_{\rm ch}} .
\label{theta}
\end{equation}
By Eq.~(\ref{divider}), $d\ln I/dV_G=-(e/n)\,d\ln I/dE_{\rm ch}=e\theta/(nkT)$. Since $S=\ln10/(d\ln I/dV_G)$,
\begin{equation}
S=\frac{n}{\theta}\,\frac{kT}{e}\ln 10 .
\label{S}
\end{equation}
Let $\langle g\rangle=J^{-1}\int g\,T f\,dE$ be the average over the current, and let $\langle\sqrt b\rangle_{\rm t}$ be the same average with $\sqrt b$ replaced by zero for $E>\Phi$.

\textbf{Statement.} Within the model above, for $E_{\rm ch}<\Phi$,
\begin{equation}
\theta=\langle1-f\rangle-\frac{2kT\lambda K}{\Delta}\,\langle\sqrt b\rangle_{\rm t},
\qquad 0<\theta<1 .
\label{main}
\end{equation}
For $E_{\rm ch}>\Phi$ the second term is absent and $\theta=\langle1-f\rangle$, which differs from one by less than $f(E_{\rm ch})$.

\subsection{Proof of the formula and of the upper bound}

Use the kinetic energy $a$ in the channel as integration variable:
\begin{equation}
J=\int_0^\infty T\,f(E_{\rm ch}+a)\,da .
\end{equation}
The lower limit is now fixed, and the continuity of $T$ at $b=0$ removes any boundary term there. The Fermi function obeys $df/dE=-f(1-f)/kT$. At fixed $a$, $b=\Phi-E_{\rm ch}-a$ decreases as $E_{\rm ch}$ rises, so $\partial T/\partial E_{\rm ch}=-\partial T/\partial b$. Therefore
\begin{equation}
-kT\frac{dJ}{dE_{\rm ch}}=\int_0^\infty Tf(1-f)\,da+kT\int_0^{\Delta}\frac{\partial T}{\partial b}\,f\,da .
\label{fixeda}
\end{equation}
From Eq.~(\ref{wkb}),
\begin{align}
\frac{\partial\ln T}{\partial b}\Big|_a
&=-4\lambda K\left[\frac{1}{2\sqrt b}-\sqrt a\;\frac{1}{1+b/a}\;\frac{1}{2\sqrt{ab}}\right]\nonumber\\
&=-\frac{4\lambda K}{2\sqrt b}\left[1-\frac{a}{a+b}\right]
=-\frac{2\lambda K\sqrt b}{\Delta}.
\end{align}
Dividing Eq.~(\ref{fixeda}) by $J$ gives Eq.~(\ref{main}). Both $f$ and $\sqrt b$ are positive, so $\theta<1$. For $E_{\rm ch}>\Phi$, $T=1$ for all $a>0$, and only the first term remains.

The physical content is that lowering the channel brings its states closer to the source Fermi level, which alone would give the thermionic slope. Electrons arriving with the same kinetic energy must now, however, cross a barrier that is higher relative to their own energy. This loss cancels part of the gain.

\subsection{Proof of the lower bound}

Now keep $E$ fixed. Then $b$ is fixed and $a=E-E_{\rm ch}$, so $\partial T/\partial E_{\rm ch}=-\partial T/\partial a$. The part of $J$ above $\Phi$ does not depend on $E_{\rm ch}$, and the moving lower limit contributes:
\begin{equation}
-\frac{dJ}{dE_{\rm ch}}=T(E_{\rm ch})f(E_{\rm ch})+\int_{E_{\rm ch}}^{\Phi}\frac{\partial T}{\partial a}\,f\,dE .
\label{fixedE}
\end{equation}
With $r=\sqrt{b/a}$, differentiation of Eq.~(\ref{wkb}) at fixed $b$ gives
\begin{equation}
\frac{\partial\ln T}{\partial a}\Big|_b
=4\lambda K\left[\frac{\arctan r}{2\sqrt a}-\frac{\sqrt b}{2(a+b)}\right]
=\frac{2\lambda K}{\sqrt a}\left[\arctan r-\frac{r}{1+r^2}\right].
\label{dTda}
\end{equation}
The last bracket vanishes at $r=0$ and has the derivative
\[
\frac{1}{1+r^2}-\frac{1-r^2}{(1+r^2)^2}=\frac{2r^2}{(1+r^2)^2}>0 ,
\]
so it is positive for $r>0$. Both terms of Eq.~(\ref{fixedE}) are positive, and $\theta>0$. At fixed energy the gate does thin the barrier and raise the current, but by less than a thermionic barrier would allow. $\square$

\section{Limits}

\textbf{Thin barrier.} Since $\sqrt b\le\sqrt\Delta$, the second term of Eq.~(\ref{main}) is at most $2kT\lambda K/\sqrt\Delta$. It vanishes as $\lambda\to0$, and for a nearly empty channel, $E_{\rm ch}\gg kT$, the capacitance-only slope returns.

\textbf{Thick barrier.} As $\lambda\to\infty$, $T\to0$ for $E<\Phi$, so the first term of Eq.~(\ref{fixedE}) vanishes. In the second, Eqs.~(\ref{wkb}) and (\ref{dTda}) give
\[
\frac{\partial T}{\partial a}=T|\ln T|\,\frac{\arctan r-r/(1+r^2)}{2a\,(r-\arctan r)} .
\]
The fraction is independent of $\lambda$ and integrable: it behaves as $\pi/(4\sqrt{ab})$ for $a\to0$ and tends to $1/\Delta$ for $b\to0$. The factor $T|\ln T|$ never exceeds $1/{\rm e}$, with ${\rm e}$ here the base of natural logarithms, and tends to zero. By dominated convergence the integral vanishes, so $\theta\to0$. The current then passes over a barrier that the gate does not move.

\textbf{Just past flat band.} For small $\Delta$, $T\to1$ and $f\simeq e^{-\Phi/kT}$ in the tunnelling window, while $J\simeq kT\,e^{-\Phi/kT}$. Then $\langle\sqrt b\rangle_{\rm t}\simeq(kT)^{-1}\int_0^\Delta\sqrt b\,db=2\Delta^{3/2}/(3kT)$, and to leading order
\begin{equation}
\theta\simeq1-\tfrac43\lambda K\sqrt\Delta .
\end{equation}
In the example $\frac43\lambda K=9.2\ {\rm eV^{-1/2}}$, so the two-term form would reach zero at $\Delta=1/9.2^2\simeq0.012$ eV, where $\theta$ is in fact $0.52$. The expansion is useful only for $\Delta\ll0.012$ eV: at $\Delta=0.001$ eV it gives $0.71$ against the full value $0.77$. The knee is therefore a few meV wide, and at $\Delta=0.02$ eV, $\theta$ has already fallen to $0.48$.

\section{Reading a measured slope}

Beyond the knee, the table shows $S$ rising and then falling. Equation~(\ref{main}) traces this to a competition between $\langle\sqrt b\rangle_{\rm t}$ and $\Delta$. Here $2kT\lambda K=0.355\ {\rm eV^{1/2}}$ and $\langle1-f\rangle\simeq1$, so $\langle\sqrt b\rangle_{\rm t}\simeq(1-\theta)\Delta/0.355$. For $\Delta=0.02$, $0.10$ and $0.25$ eV this gives $0.029$, $0.161$ and $0.356\ {\rm eV^{1/2}}$. The first step multiplies the average by $5.5$ and $\Delta$ by $5$, so $\theta$ falls. The second multiplies them by $2.2$ and $2.5$, so $\theta$ recovers.

Temperature exposes the error of the capacitive reading. At $E_{\rm ch}=0.20$ eV the apparent divider $n/\theta$ is $1.89$, $2.34$ and $2.72$ at $200$, $300$ and $400$ K, although $n=1.10$ throughout. Doubling the temperature raises $S$ from $75$ to $216$ mV per decade, whereas a fixed divider would double it. The wave calculation described below shows the same trend more weakly, with $n/\theta=1.70$, $1.94$ and $2.13$. In a real device interface traps can also make the apparent divider depend on temperature, so this dependence alone does not identify source tunnelling.

The screening length acts separately from the divider. At the same $E_{\rm ch}$ and $300$ K, with both capacitances held fixed, $\lambda=1$, $3$ and $6$ nm give $S=85$, $139$ and $241$ mV per decade. In a real device the gate stack also influences $\lambda$, so a change of gate insulator can alter $S$ through both $n$ and $\theta$.

The numerical values of $\theta$ are limited by the WKB transmission, which is inaccurate near the barrier top and leaves out reflection, both at the metal interface and above the barrier. To estimate the error, the effective-mass Schr\"odinger equation was integrated by a fourth-order Runge--Kutta method through the same profile. It was joined to a metal band of equal mass with its bottom $2.0$ eV below the Fermi level, and $\theta$ was taken from a central difference of $\ln I$. Before flat band the model with $T=1$ gives $65.5$ mV per decade, but in the wave calculation reflection changes with the channel edge. At $E_{\rm ch}=0.70$, $0.60$, $0.50$ and $0.42$ eV the slope is about $67$, $65$, $71$ and $109$ mV per decade. The agreement at $0.60$ eV therefore does not mean that reflection can be ignored at all higher edges. Past flat band, at $0.30$ and $0.20$ eV, the slope is $118$ and $115$, where WKB gives $153$ and $139$. Relative to the wave result, WKB overestimates $S$ by about $29\%$ and $21\%$. The departure from $65.5$ remains large for this interface, the only one calculated. The rise and fall of $S$ discussed above is much weaker in the wave calculation: between $E_{\rm ch}=0.40$ and $0.15$ eV the slope stays between about $114$ and $119$ mV per decade. The bound $\theta<1$ has been proved for the WKB transmission and not for the wave problem, where before flat band $\theta$ can slightly exceed one: it is $1.001$ at $E_{\rm ch}=0.60$ eV.

Equation~(\ref{S}) itself uses only the linear divider and the definition of $\theta$. Equation~(\ref{main}) needs more: it fails if $\Phi$ or $\lambda$ changes with bias, as with image-force lowering, or if holes, scattering or a drain barrier shape the current. Image-force lowering is not small here: at $E_{\rm ch}=0.20$ eV the band edge falls by $\Delta/\lambda=0.067$ eV/nm at the contact, and for a relative permittivity of $11.7$ the usual uniform-field estimate lowers the barrier by about $0.09$ eV. The tabulated slopes therefore illustrate the model and do not predict a particular device. If the drain also fills the channel, as at low drain bias, channel charge near $E_{\rm ch}=0$ makes $n$ itself bias dependent. Within the model, $S$ measures $n$ directly when $E_{\rm ch}>\Phi$ and $E_{\rm ch}\gg kT$; past flat band it measures $n/\theta$. A single slope past flat band does not separate the two. In the model the slope before flat band gives $n$. With wave reflection this holds only where the mean transmission hardly changes with $E_{\rm ch}$: in the wave calculation above, the slope at $E_{\rm ch}=0.50$ eV would be read as $n=1.20$ instead of $1.10$. To calculate $\theta$ instead, one needs the temperature, $\Phi$, $\lambda$, $m$ and $E_{\rm ch}$, and a transmission that includes reflection.
